\section*{Which magnetoelectric coefficients symmetry allows in antiferromagnetic Cr2O3}

\section{Problem}

Below its Néel temperature Cr$_2$O$_3$ is an antiferromagnet in which an electric field $\mathbf E$ induces a magnetization proportional to $\mathbf E$. Take a single antiferromagnetic domain with uniform static fields, and write the part of the equilibrium energy per cell that is linear in each field as
\begin{equation}
U=-\sum_{ij}a_{ij}E_iB_j ,\qquad m_j=-\frac{\partial U}{\partial B_j}=\sum_i a_{ij}E_i ,
\label{eq:U}
\end{equation}
where $\mathbf m$ is the induced moment per cell. The first index belongs to the electric field, the second to the moment. The $z$ axis is the threefold axis of the crystal and $x$ lies along a twofold axis.

The structure is given in fractions $(u,v,w)$ of the hexagonal lattice vectors $\mathbf a,\mathbf b,\mathbf c$, with $\mathbf a$ along $x$, $\mathbf b$ at $120^\circ$ to it and $\mathbf c$ along $z$. The lattice also contains the translations $(\frac23,\frac13,\frac13)$ and $(\frac13,\frac23,\frac23)$. Up to lattice translations, the Cr ions sit at $(0,0,w)$, with moments along $z$:
\begin{equation}
\begin{array}{c|cccc}
w & 0.15 & 0.35 & 0.65 & 0.85\\ \hline
\text{moment} & + & - & + & -
\end{array}
\label{eq:order}
\end{equation}
The oxygen ions form the triangle $(s,0,\frac14)$, $(0,s,\frac14)$, $(-s,-s,\frac14)$ and its inverted copy at height $\frac34$, with $s=0.31$. These coordinates are rough, but the symmetry does not depend on their precise values.

(a) Which components $a_{ij}$ may differ from zero, and which are equal?

(b) A film 200~nm thick carries 2.0~V between metal electrodes at 260~K. The film normal is tilted by $\beta=30^\circ$ from the $z$ axis, towards $x$. For numbers we use $\mu_0M_j=\sum_i\alpha_{ij}E_i$, where $\alpha_{ij}=\mu_0a_{ij}/V_{\rm cell}$. Rough typical values are $\alpha_{zz}=4$~ps/m and $\alpha_{xx}=1$~ps/m, both taken positive here as an assumption. Measurements on Cr$_2$O$_3$ near this temperature are reported with opposite signs for the two; that case is given in the comparison. Find the size and direction of the induced magnetization.

\section{First estimate by scaling}

Ignore the tensor and keep one coefficient, the larger one. The electrodes are equipotentials, so the field is along the film normal, with
\begin{equation}
E=\frac{2.0~\text{V}}{200~\text{nm}}=0.10~\text{MV/cm}=10^7~\text{V/m}.
\end{equation}
Then
\begin{equation}
\mu_0M\sim\alpha E=(4\times10^{-12}~\text{s/m})(10^7~\text{V/m})=40~\mu\text{T}.
\end{equation}
A scalar coefficient makes $\mathbf M$ parallel to $\mathbf E$, hence $30^\circ$ from the crystal axis. The estimate gives the scale of the effect. It cannot answer (a), and its direction rests on an isotropy that has not been justified.

\section{Exact solution}

\subsection{How the tensor transforms}

Let $R$ be an orthogonal matrix, and let $\theta=-1$ if the operation includes time reversal and $\theta=+1$ if not. The electric field is a polar vector, unchanged by time reversal. The magnetic field is an axial vector, reversed by it. Therefore
\begin{equation}
\mathbf E'=R\mathbf E,\qquad \mathbf B'=\theta\det(R)\,R\mathbf B .
\end{equation}
If the operation, followed if necessary by a translation, maps the crystal with its moments onto itself, the energy must be the same for $(\mathbf E',\mathbf B')$ as for $(\mathbf E,\mathbf B)$. The translation has no effect on uniform fields. Since $\mathbf E$ and $\mathbf B$ are arbitrary,
\begin{equation}
\theta\det(R)\,R^{T}aR=a
\quad\Longrightarrow\quad
a=\theta\det(R)\,R\,a\,R^{T}.
\label{eq:law}
\end{equation}
The second form follows by multiplying with $R$ on the left and $R^T$ on the right, and using $[\theta\det(R)]^2=1$.

\subsection{The operations of the magnetic crystal}

\emph{Threefold rotation about $z$.} It sends $(u,v,w)$ to $(-v,u-v,w)$. The oxygen triangle is permuted, since $(s,0)\to(0,s)\to(-s,-s)\to(s,0)$. The Cr ions on the axis stay in place, and moments along $z$ are unchanged. The rotation is a symmetry without time reversal.

\emph{Twofold rotation about a line along $x$ at height $\frac14$.} It sends $(u,v,w)$ to $(u-v,-v,\frac12-w)$. In the lower triangle $(s,0)$ stays fixed while $(0,s)$ and $(-s,-s)$ are exchanged; the upper triangle behaves in the same way. The Cr heights are exchanged as $0.15\leftrightarrow0.35$ and $0.65\leftrightarrow0.85$, which pairs opposite moments. The rotation also turns a moment along $z$ into one along $-z$, so the pattern is reproduced. This too is a symmetry without time reversal.

\emph{Inversion.} It exchanges the two triangles and the heights $0.15\leftrightarrow0.85$ and $0.35\leftrightarrow0.65$, again pairing opposite moments. A moment is axial, so inversion does not turn it, and inversion alone fails. Inversion combined with time reversal succeeds.

The first two operations generate six rotations: the identity, two threefold rotations and three twofold rotations perpendicular to $z$. Multiplying each by inversion with time reversal gives six more. These twelve operations form the magnetic point group $\bar3'm'$.

There are no others. The hexagonal vectors $\mathbf a,\mathbf b,\mathbf c$ alone would allow 24 spatial operations: the twelve above and their products with a twofold rotation about $z$. If one of these products were a symmetry, the twofold rotation about $z$ would have to preserve the lattice too. But it carries $(\frac23,\frac13,\frac13)$ to $(-\frac23,-\frac13,\frac13)$, which is not a lattice translation, so the spatial parts are limited to the twelve above. If one of them were allowed both with and without time reversal, then time reversal with some translation would be a symmetry. That translation would move a $+$ ion onto a $-$ ion, for example $0.15\to0.35$ or $0.15\to0.85$. The ion at $0.35$ would then land at $0.55$ or $0.05$, where the axis holds no Cr.

\subsection{Reducing nine components}

For inversion with time reversal, $R=-1$ and $\theta=-1$, so $\theta\det(R)=+1$ and \eqref{eq:law} reads $a=(-1)a(-1)=a$. It imposes nothing. Hence the six operations containing it repeat the conditions of the six rotations, and two generators suffice.

\emph{Threefold axis.} Separate the plane from the axis:
\begin{equation}
a=\begin{pmatrix}A&\mathbf f\\ \mathbf g^T&a_{zz}\end{pmatrix},\quad
R=\begin{pmatrix}r&0\\0&1\end{pmatrix},\quad
r=-\tfrac12+\tfrac{\sqrt3}{2}J,\quad
J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.
\end{equation}
Here $\mathbf f=(a_{xz},a_{yz})$ and $\mathbf g=(a_{zx},a_{zy})$. With $\theta\det(R)=1$, equation \eqref{eq:law} gives
\begin{equation}
A=rAr^T,\qquad \mathbf f=r\mathbf f,\qquad \mathbf g=r\mathbf g .
\end{equation}
Since $\det(r-1)=(-\frac32)^2+(\frac{\sqrt3}{2})^2=3\neq0$, the last two conditions force $\mathbf f=\mathbf g=0$: no vector in the plane survives a rotation by $120^\circ$. The first condition means $Ar=rA$, hence $AJ=JA$. Written out,
\begin{equation}
\begin{pmatrix}a_{xy}&-a_{xx}\\a_{yy}&-a_{yx}\end{pmatrix}
=\begin{pmatrix}-a_{yx}&-a_{yy}\\a_{xx}&a_{xy}\end{pmatrix},
\end{equation}
so $a_{yy}=a_{xx}$ and $a_{yx}=-a_{xy}$. Three constants remain, one of them antisymmetric.

\emph{Twofold axis.} For $R=\mathrm{diag}(1,-1,-1)$, again with $\theta\det(R)=1$, the $xy$ component of \eqref{eq:law} is $a_{xy}=(1)(-1)a_{xy}$, so it vanishes. The diagonal components pick up a squared sign and are unaffected. The answer to (a) is
\begin{equation}
a=\begin{pmatrix}a_{xx}&0&0\\0&a_{xx}&0\\0&0&a_{zz}\end{pmatrix}.
\label{eq:result}
\end{equation}
This form is unchanged by any rotation of the axes about $z$, so the choice of $x$ no longer matters.

The number of constants can also be counted. Averaging the right side of \eqref{eq:law} over the group projects any tensor onto its invariant part, and the trace of a projector is the dimension of the space it projects on. The map $a\to RaR^T$ has trace $(\mathrm{tr}\,R)^2$, which is 9 for the identity, 0 for a threefold rotation and 1 for a twofold one. The operations with inversion give the same values, and every $\theta\det(R)$ is $+1$. The count is
\begin{equation}
\frac{2\,(9+2\cdot0+3\cdot1)}{12}=2 .
\end{equation}
Symmetry allows these two constants. It fixes neither their sizes nor their relative sign.

\subsection{When the result changes}

In the paramagnetic state time reversal itself is a symmetry. With $R=1$ and $\theta=-1$, \eqref{eq:law} gives $a=-a=0$. For the order $+--+$ inversion pairs equal moments and is a symmetry alone; with $R=-1$ and $\theta=+1$ the tensor again vanishes. Antiferromagnetism is therefore not enough: the order must break inversion and time reversal separately.

If the moments keep the order $+-+-$ but point along $x$, the threefold axis is lost. The twofold rotation about $x$ now leaves the direction of each moment unchanged while exchanging opposite ions, so it needs time reversal, and $\theta\det(R)=-1$. The surviving components are those that change sign under $RaR^T$, namely $xy$, $xz$, $yx$ and $zx$. The diagonal form \eqref{eq:result} thus depends on the direction of the moments as well as on their order.

Time reversal turns one antiferromagnetic domain into the other and reverses $a$. By \eqref{eq:U} the energies of the two domains then differ when $\mathbf E$ and $\mathbf B$ both lie along $z$, which is how the two fields together can favour one domain.

\subsection{The cancellation site by site}

A single Cr ion has a threefold axis but no twofold axis through it, so its own contribution may contain an antisymmetric part $q=(a_{xy}-a_{yx})/2$. The twofold rotation relates the ions at $0.15$ and $0.35$ and reverses $q$. Inversion with time reversal relates $0.15$ and $0.85$ and preserves it. The signs of $q$ in order of height must be $+,-,-,+$ or the reverse, with zero sum.

A small model shows this with numbers. One electron moves on a shell of radius 0.7~\AA{} around each Cr site, in $s$, $p$ and $d$ orbitals at 8, 5 and 0~eV:
\begin{equation}
H=H_{\rm level}+V(\mathbf r)+\lambda\,\mathbf L\cdot\mathbf S+2\sigma h S_z+e\mathbf E\cdot\mathbf r .
\end{equation}
Here $\lambda=0.2$~eV, $h=2$~eV and $\sigma=\pm1$ is the sign in \eqref{eq:order}. The potential $V$ is the Coulomb energy of the electron with the surrounding ions, of charges $+3$ and $-2$, within 4.5~\AA{}, screened by $e^{-d/(1\,\text{\AA})}$ at distance $d$. The lattice constants are 5.0 and 14~\AA. With $\mathbf m=-(\mathbf L+2\mathbf S)$ in Bohr magnetons, first-order perturbation of the lowest state gives
\begin{equation}
a_{ij}=-2\,\mathrm{Re}\sum_{n\neq0}\frac{\langle0|m_j|n\rangle\langle n|e r_i|0\rangle}{\varepsilon_n-\varepsilon_0}.
\end{equation}
The states come from numerical diagonalization with $\mathbf E=0$, and no symmetry is imposed on them. In units of $\mu_B$ per V/\AA{}, every site has $a_{xx}=-0.113$ and $a_{zz}=-0.0032$, while $q=+0.0014,-0.0014,-0.0014,+0.0014$ in order of height. The cell sum is $a_{xx}=a_{yy}=-0.452$ and $a_{zz}=-0.0126$, with off-diagonal components zero to rounding. The sizes depend on the 4.5~\AA{} cutoff: with 12~\AA{} the cell sum becomes $a_{xx}=a_{yy}=-0.563$ and $a_{zz}=-0.035$. They are also sensitive to the rough coordinates: moving the Cr height 0.35 to 0.3475, with the other three heights following by symmetry, and $s$ to 0.306 gives $a_{xx}=a_{yy}=-0.203$ and $a_{zz}=+0.010$ with a cutoff of 8~\AA{}, at which the original coordinates give $-0.554$ and $-0.034$. In both cases the zeros and the sign pattern of $q$ stay the same. The model illustrates the symmetry and does not predict the coefficients of Cr$_2$O$_3$, whose ion has three $d$ electrons and is here considered at finite temperature.

\subsection{The tilted film}

In crystal axes the film normal is $\mathbf n=(\sin\beta,0,\cos\beta)$ and $\mathbf E=E\mathbf n$. From \eqref{eq:result},
\begin{align}
\mu_0M_x&=\alpha_{xx}E\sin\beta=(1~\text{ps/m})(10^7~\text{V/m})(0.500)=5.0~\mu\text{T},\\
\mu_0M_z&=\alpha_{zz}E\cos\beta=(4~\text{ps/m})(10^7~\text{V/m})(0.866)=34.6~\mu\text{T}.
\end{align}
The size is $\mu_0M=\sqrt{5.0^2+34.6^2}~\mu\text{T}=35~\mu$T, or $M=28$~A/m. The angle from the crystal axis is $\arctan(5.0/34.6)=8.2^\circ$. With 25~\AA$^3$ per Cr ion, the induced moment is $7.6\times10^{-5}\,\mu_B$ per Cr, a minute change beside the ion's ordered moment, which is roughly $3\,\mu_B$ at full order and about 0.6 of that at 260~K in a mean-field estimate.

In the frame of the film, with the in-plane direction $\mathbf t=(\cos\beta,0,-\sin\beta)$, the same tensor has the components
\begin{align}
\alpha_{nn}&=\alpha_{xx}\sin^2\beta+\alpha_{zz}\cos^2\beta=0.25+3.00=3.25~\text{ps/m},\\
\alpha_{nt}&=(\alpha_{xx}-\alpha_{zz})\sin\beta\cos\beta=-1.3~\text{ps/m}.
\end{align}
An off-diagonal coefficient in the film frame therefore need not signal a broken crystal symmetry: here it comes from the tilt.

\section{Comparison}

The scaling estimate of $40~\mu$T exceeds the tensor result of $35~\mu$T by 14\% of the latter. Its direction is worse: $\mathbf M$ lies $8^\circ$ from the crystal axis instead of $30^\circ$, about $22^\circ$ away from $\mathbf E$. The size is close because most of the field acts through the larger coefficient. The two descriptions agree at $\beta=0$. At $\beta=90^\circ$ the direction is again that of $\mathbf E$, but the size is $10~\mu$T and the estimate is four times too large. With $\alpha_{xx}=-1$~ps/m, the relative sign reported for Cr$_2$O$_3$, the size at $30^\circ$ is the same, but $\mathbf M$ lies on the other side of the axis, $38^\circ$ away from $\mathbf E$, and the film-frame components become $\alpha_{nn}=2.75$ and $\alpha_{nt}=-2.2$~ps/m.

Of the omissions estimated here, the largest is the surface. One Cr ion of $3\,\mu_B$ per surface cell of a fully ordered basal face carries a moment per area of about $130~\mu$A, against $M$ times thickness $=5.6~\mu$A for the bulk response, a factor of 23. The alternating layers below offset part of this: averaged over a bulk period, the uncompensated moment is 0.8 of an ion per cell (a factor of 18) for a face ending in one Cr layer, and 0.2 of an ion with the opposite sign (a factor of 5) for a face ending in oxygen or in two Cr layers. At fixed voltage this factor does not depend on thickness, because $M\propto1/\text{thickness}$. The tilted film has a different surface, and thermal disorder lowers the value, so this is an order of magnitude. Inversion with time reversal exchanges the two faces and reverses the moment, so the surface moments cancel in a film whose faces are related by that operation. A probe of one face, or a film with unlike faces, can still see them.

Other corrections are smaller. A minority domain of 5\% multiplies $\alpha$ by $0.95-0.05=0.90$. Warming by 10~K lowers $\alpha_{zz}$ by about 5\%, if it is taken proportional to sublattice order times parallel susceptibility in a spin-$\frac32$ mean-field model with a Néel temperature of roughly 310~K and coupling only between opposite sublattices. This model puts the maximum of $\alpha_{zz}$ at about 238~K; antiferromagnetic coupling within each sublattice, at the same Néel temperature, would lower it, by about 3~K if it is a tenth of the coupling between sublattices and by about 20~K if it is half. If the maximum of a real film lies closer to 260~K or above it, the change is smaller or has the opposite sign, so the drift should be taken from a measured curve. A stray field of $50~\mu$T with a rough susceptibility of $10^{-3}$ adds $0.05~\mu$T. Inversion with time reversal requires $\mathbf M(-\mathbf E)=-\mathbf M(\mathbf E)$ at $\mathbf B=0$, so the next term is cubic. Its electronic part relative to the linear one is of order $(eEd/\Delta)^2\approx4\times10^{-7}$ for a length $d=2$~\AA{} and a gap $\Delta=3$~eV; ionic displacements may give more. The field is a tenth of a rough breakdown strength of 1~MV/cm. Tunnelling through a 1~eV triangular barrier with the free electron mass is suppressed by a factor of roughly $e^{-700}$. Leakage through defects is not covered by these estimates and can make the field in the film nonuniform.

All numerical values are calculated from the stated model.
